# Why Black's Current Exponent Need Not Be an Integer: test program

```python
"""
Black's local current exponent n = -d ln(lifetime)/d ln(current density).
Claim 1: nucleation time ~ j^-2 plus growth time ~ j^-1 gives n = 1 + f,
where f is the nucleation fraction of lifetime.
Claim 2: in a long, initially stress-free uniform line, release of stored
tension into the void changes growth, and gives 1 < n < 1 + f.
Stress is in Pa, length in m, time in s and current density in A/m^2 internally.
The independent test is a finite-volume stress calculation in a finite line.
"""
import numpy as np
from scipy.constants import e, k, hour, year
from scipy.integrate import quad
from scipy.optimize import brentq
from scipy.special import erfc

MA = 1e10                 # one MA/cm^2 in A/m^2
T_TEST, T_USE = 573.0, 378.0
J_TEST, J_USE = 2.0 * MA, 0.5 * MA
LINE = 200e-6
OMEGA = 1.18e-29          # rough atomic volume of copper
Z_EFF = 1.0
D_TEST = 1.5e-17
E_ACT = 0.9 * e
RHO_TEST = 4.5e-8
RHO_SLOPE = 7e-11         # ohm m/K
MODULUS = 10e9
STRESS_CRIT = 100e6
THERMAL_SLOPE = 0.2e6     # tensile stress per kelvin of cooling
VOID_CRIT = 100e-9


def coefficients(j, temperature=T_TEST, modulus=MODULUS):
    diffusivity = D_TEST * np.exp(-E_ACT / k * (1/temperature - 1/T_TEST))
    rho = RHO_TEST + RHO_SLOPE * (temperature - T_TEST)
    gradient = e * Z_EFF * rho * j / OMEGA
    kappa = diffusivity * modulus * OMEGA / (k * temperature)
    speed = diffusivity * e * Z_EFF * rho * j / (k * temperature)
    initial = THERMAL_SLOPE * (T_TEST - temperature)
    return gradient, kappa, speed, initial


def additive_times(j, temperature=T_TEST, modulus=MODULUS):
    gradient, kappa, speed, initial = coefficients(j, temperature, modulus)
    nucleation = np.pi/(4*kappa) * ((STRESS_CRIT-initial)/gradient)**2
    return nucleation, VOID_CRIT / speed


def void_scaled(s):
    root = np.sqrt(s)
    return s + 2/np.pi*(root + np.arctan(root) - s*np.arctan(1/root))


def void_rate_scaled(s):
    inverse = 1/np.sqrt(s)
    return 1 + 2/np.pi*(inverse - np.arctan(inverse))


def release_exponent(s):
    return 2 - void_scaled(s)/(void_rate_scaled(s)*(1+s))


def release_times(j, temperature=T_TEST, modulus=MODULUS):
    _, kappa, speed, initial = coefficients(j, temperature, modulus)
    nucleation = additive_times(j, temperature, modulus)[0]

    def excess(log_s):
        s = np.exp(log_s)
        thermal = 2*initial*np.sqrt(kappa*s*nucleation/np.pi)/modulus
        return (speed*nucleation*void_scaled(s)+thermal)/VOID_CRIT - 1

    s = np.exp(brentq(excess, np.log(1e-12), np.log(1e6), xtol=1e-12))
    return nucleation, s*nucleation


def make_mesh(cells, first_width):
    def length_error(ratio):
        return first_width*(ratio**cells-1)/(ratio-1)/LINE - 1
    ratio = brentq(length_error, 1+1e-6, 1.2, xtol=1e-14)
    widths = first_width * ratio**np.arange(cells)
    widths *= LINE/widths.sum()
    centers = np.cumsum(widths)-widths/2

    def modes(open_void):
        links = 1/np.diff(centers)
        diagonal = np.zeros(cells)
        diagonal[:-1] += links
        diagonal[1:] += links
        if open_void:
            diagonal[0] += 2/widths[0]
        matrix = np.diag(diagonal)-np.diag(links, 1)-np.diag(links, -1)
        root = np.sqrt(widths)
        rates, vectors = np.linalg.eigh(matrix/np.outer(root, root))
        return np.maximum(rates, 0), vectors/root[:, None], (vectors*root[:, None]).T

    return widths, centers, modes(False), modes(True)


def simulated_times(j, mesh, temperature=T_TEST, modulus=MODULUS):
    """Evolve stress; void length follows from conservation of volume."""
    widths, centers, closed, opened = mesh
    gradient, kappa, _, initial = coefficients(j, temperature, modulus)
    rates, left, right = closed
    steady = gradient*(LINE/2-centers)
    amplitudes = right @ steady

    def surface_excess(log_time):
        decay = np.exp(-kappa*rates*np.exp(log_time))
        first = steady[0]-left[0] @ (decay*amplitudes)
        return (initial+first+gradient*widths[0]/2)/STRESS_CRIT-1

    guess = additive_times(j, temperature, modulus)[0]
    log_nuc = brentq(surface_excess, np.log(guess*1e-3),
                     np.log(20*LINE**2/kappa), xtol=1e-12)
    nucleation = np.exp(log_nuc)
    stress = initial+steady-left @ (np.exp(-kappa*rates*nucleation)*amplitudes)
    rates2, left2, right2 = opened
    steady2 = -gradient*centers
    amplitudes2 = right2 @ (stress-steady2)
    weights2 = widths @ left2
    offset = widths @ (initial-steady2)

    def void_excess(log_time):
        decay = np.exp(-kappa*rates2*np.exp(log_time))
        length = (offset-weights2 @ (decay*amplitudes2))/modulus
        return length/VOID_CRIT-1

    growth = np.exp(brentq(void_excess, np.log(nucleation*1e-8),
                           np.log(LINE**2/kappa), xtol=1e-12))
    return nucleation, growth


def exponent(lifetime, j, step=0.01):
    return -(np.log(lifetime(j*np.exp(step)))
             - np.log(lifetime(j*np.exp(-step))))/(2*step)


def total_additive(j):
    return sum(additive_times(j))


def total_release(j):
    return sum(release_times(j))


def additive_exponent(j):
    nucleation, growth = additive_times(j)
    return 1+nucleation/(nucleation+growth)


mesh = make_mesh(500, 0.02e-6)
coarse = make_mesh(250, 0.04e-6)
sim = simulated_times(J_TEST, mesh)
sim_coarse = simulated_times(J_TEST, coarse)
mesh_shift = 100*(sum(sim_coarse)/sum(sim)-1)
assert abs(mesh_shift) < 0.5

# Nucleation and release formulas against the finite-volume line.
for j in (1*MA, 2*MA, 3*MA):
    numerical = simulated_times(j, mesh)
    formula = release_times(j)
    assert np.allclose(numerical, formula, rtol=0.005)
    nuc_slope = exponent(lambda x: simulated_times(x, mesh)[0], j)
    assert abs(nuc_slope-2) < 0.005

# The additive rule uses numerical nucleation and separately calculated drift.
def numerical_additive(j):
    return simulated_times(j, mesh)[0]+VOID_CRIT/coefficients(j)[2]

n_add_numeric = exponent(numerical_additive, J_TEST)
assert abs(n_add_numeric-additive_exponent(J_TEST)) < 0.003
n_sim = exponent(lambda j: sum(simulated_times(j, mesh)), J_TEST)
nuc_full, grow_full = release_times(J_TEST)
n_full = release_exponent(grow_full/nuc_full)
assert abs(n_sim-n_full) < 0.004
growth_slope = exponent(lambda j: simulated_times(j, mesh)[1], J_TEST)
fraction_sim = sim[0]/sum(sim)
assert abs(n_sim-(2*fraction_sim+growth_slope*(1-fraction_sim))) < 0.001

# Heat-kernel quadrature tests the closed void speed at several times.
for s in (0.1, 0.8, 4.0):
    def kernel(y):
        stress = 2/np.sqrt(np.pi)*np.exp(-y*y/4)-y*erfc(y/2)
        return stress*y*np.exp(-y*y/(4*s))/(2*np.sqrt(np.pi)*s**1.5)
    assert abs(1+quad(kernel, 0, 30)[0]-void_rate_scaled(s)) < 1e-7
    area = quad(void_rate_scaled, 0, s)[0]
    assert abs(area-void_scaled(s)) < 1e-6
s_grid = np.geomspace(1e-4, 1e3, 500)
n_grid = release_exponent(s_grid)
assert np.all((n_grid > 1) & (n_grid < 1+1/(1+s_grid)))
assert np.all(np.diff(n_grid) < 0)

# Drift of the exponent and the meaning of a two-current fit.
tn, tg = additive_times(J_TEST)
fraction = tn/(tn+tg)
drift = (exponent(total_additive, J_TEST*np.exp(0.01))
         - exponent(total_additive, J_TEST*np.exp(-0.01)))/0.02
assert abs(drift+fraction*(1-fraction)) < 1e-4
j_low, j_high = 1.5*MA, 3*MA
extrapolations = []
for lifetime, local in ((total_additive, additive_exponent),
                        (total_release, lambda j: release_exponent(
                            release_times(j)[1]/release_times(j)[0]))):
    fitted = np.log(lifetime(j_low)/lifetime(j_high))/np.log(j_high/j_low)
    average = quad(lambda q: local(np.exp(q)), np.log(j_low),
                   np.log(j_high))[0]/np.log(j_high/j_low)
    assert abs(fitted-average) < 1e-6
    predicted = lifetime(j_low)*(j_low/J_USE)**fitted
    actual = lifetime(J_USE)
    assert predicted < actual
    extrapolations.append((fitted, predicted/hour, actual/hour))

# Softer surroundings lengthen nucleation but not drift growth.
stiff_sim = simulated_times(J_TEST, mesh, modulus=2*MODULUS)
stiff_add = additive_times(J_TEST, modulus=2*MODULUS)
assert abs(stiff_sim[0]/sim[0]-0.5) < 0.003
n_stiff_add = 1+stiff_add[0]/sum(stiff_add)
n_stiff_full = exponent(lambda j: sum(release_times(j, modulus=2*MODULUS)), J_TEST)
gradient, kappa, speed, _ = coefficients(J_TEST)
ratio = np.pi*STRESS_CRIT**2/(4*gradient*MODULUS*VOID_CRIT)
assert abs(sim[0]/(VOID_CRIT/speed)-ratio) < 0.01*ratio

# Joule heating: cylinder of equal perimeter above an isothermal plane.
width, height, depth, conductivity = 100e-9, 200e-9, 1e-6, 0.3
radius, center = (width+height)/np.pi, depth+height/2
power = RHO_TEST*J_TEST**2*width*height
heating = power*np.arccosh(center/radius)/(2*np.pi*conductivity)
focus = np.sqrt(center**2-radius**2)
angle = np.linspace(0, 2*np.pi, 17)
x, z = radius*np.cos(angle), center+radius*np.sin(angle)
image_heat = power/(2*np.pi*conductivity)*np.log(
    np.hypot(x, z+focus)/np.hypot(x, z-focus))
assert np.allclose(image_heat, heating, rtol=1e-10)

def heated_lifetime(j):
    temperature = T_TEST+heating*(j/J_TEST)**2
    factor = temperature/T_TEST*np.exp(E_ACT/k*(1/temperature-1/T_TEST))
    return total_additive(j)*factor

hot = T_TEST+heating
joule_shift = 2*heating/hot*(E_ACT/(k*hot)-1)
joule_numeric = exponent(heated_lifetime, J_TEST)-exponent(total_additive, J_TEST)
assert abs(joule_shift-joule_numeric) < 1e-4

# Finite length near the nucleation threshold.
j_threshold = 2*STRESS_CRIT*OMEGA/(e*Z_EFF*RHO_TEST*LINE)
j_short = 0.2*MA
n_short_nuc = exponent(lambda j: simulated_times(j, mesh)[0], j_short)
n_short = exponent(lambda j: sum(simulated_times(j, mesh)), j_short)
assert n_short_nuc > 2.05 and n_short > 2

# Temperature of use, including initial thermal tension and its release.
use_rows = []
for j in (J_TEST, J_USE):
    formula = release_times(j, T_USE)
    numerical = simulated_times(j, mesh, T_USE)
    assert np.allclose(formula, numerical, rtol=0.01)
    add = additive_times(j, T_USE)
    n_use = exponent(lambda q: sum(simulated_times(q, mesh, T_USE)), j)
    use_rows.append((j/MA, 1+add[0]/sum(add), n_use, sum(numerical)/year))

print("ROUGH INPUTS: copper line in low-k dielectric")
print(f"test temperature {T_TEST:.0f} K; use temperature {T_USE:.0f} K")
print(f"line length {LINE*1e6:.0f} um; critical void {VOID_CRIT*1e9:.0f} nm")
print(f"modulus {MODULUS/1e9:.0f} GPa; critical stress {STRESS_CRIT/1e6:.0f} MPa")
print(f"diffusivity {D_TEST*1e4:.2e} cm2/s; activation energy {E_ACT/e:.2f} eV")
print(f"resistivity {RHO_TEST*1e8:.2f} uohm cm; effective charge {Z_EFF:.1f}")
print(f"atomic volume {OMEGA*1e27:.4f} nm3")
print(f"at {J_TEST/MA:.1f} MA/cm2: stress gradient {gradient/1e12:.3f} MPa/um")
print(f"stress diffusivity {kappa*1e12*hour:.4f} um2/h")
print(f"drift speed {speed*1e9*hour:.4f} nm/h")
print(f"stored void length at nucleation {speed*tn*1e9:.2f} nm")
print("ADDITIVE MODEL: j MA/cm2, nucleation h, growth h, total h, f, n")
for j in (0.5*MA, 1*MA, 2*MA, 3*MA):
    a, b = additive_times(j)
    print(f"{j/MA:.1f} {a/hour:.2f} {b/hour:.2f} {(a+b)/hour:.2f} "
          f"{a/(a+b):.4f} {additive_exponent(j):.4f}")
print("WITH STRESS RELEASE: j MA/cm2, growth h, total h, f, n")
for j in (0.5*MA, 1*MA, 2*MA, 3*MA):
    a, b = release_times(j)
    print(f"{j/MA:.1f} {b/hour:.2f} {(a+b)/hour:.2f} "
          f"{a/(a+b):.4f} {release_exponent(b/a):.4f}")
print(f"additive exponent from numerical nucleation {n_add_numeric:.4f}")
print(f"finite-volume lifetime {sum(sim)/hour:.2f} h; exponent {n_sim:.4f}")
print(f"growth-only exponent with stress release {growth_slope:.4f}")
print(f"coarse-minus-fine mesh lifetime shift {mesh_shift:.4f} percent")
print(f"additive exponent drift dn/dlnj {drift:.4f}")
print(f"fit currents {j_low/MA:.1f} and {j_high/MA:.1f} MA/cm2")
print(f"EXTRAPOLATION to {J_USE/MA:.1f} MA/cm2: fitted n, predicted h, model h")
for name, row in zip(("additive", "release"), extrapolations):
    print(f"{name}: {row[0]:.4f}, {row[1]:.2f}, {row[2]:.2f}")
print(f"modulus {2*MODULUS/1e9:.0f} GPa: additive n {n_stiff_add:.4f}; "
      f"release n {n_stiff_full:.4f}")
print(f"wire {width*1e9:.0f} x {height*1e9:.0f} nm; depth {depth*1e9:.0f} nm")
print(f"dielectric heat conductivity {conductivity:.2f} W/(m K)")
print(f"line heating power {power:.4f} W/m; temperature rise {heating:.3f} K")
print(f"Joule-heating addition to exponent {joule_shift:.4f}")
print(f"finite-line nucleation threshold {j_threshold/MA:.4f} MA/cm2")
print(f"at {j_short/MA:.1f} MA/cm2: nucleation n {n_short_nuc:.4f}; total n {n_short:.4f}")
_, _, _, thermal_use = coefficients(J_TEST, T_USE)
rho_use = RHO_TEST+RHO_SLOPE*(T_USE-T_TEST)
print(f"use: thermal tension {thermal_use/1e6:.1f} MPa; "
      f"resistivity {rho_use*1e8:.3f} uohm cm")
print("USE TEMPERATURE: j MA/cm2, additive n, full n, full lifetime years")
for row in use_rows:
    print(f"{row[0]:.1f} {row[1]:.4f} {row[2]:.4f} {row[3]:.2f}")
print("ALL CHECKS PASSED")
```

It prints:

```
ROUGH INPUTS: copper line in low-k dielectric
test temperature 573 K; use temperature 378 K
line length 200 um; critical void 100 nm
modulus 10 GPa; critical stress 100 MPa
diffusivity 1.50e-13 cm2/s; activation energy 0.90 eV
resistivity 4.50 uohm cm; effective charge 1.0
atomic volume 0.0118 nm3
at 2.0 MA/cm2: stress gradient 12.220 MPa/um
stress diffusivity 0.8054 um2/h
drift speed 0.9843 nm/h
stored void length at nucleation 64.27 nm
ADDITIVE MODEL: j MA/cm2, nucleation h, growth h, total h, f, n
0.5 1044.79 406.40 1451.19 0.7200 1.7200
1.0 261.20 203.20 464.40 0.5624 1.5624
2.0 65.30 101.60 166.90 0.3913 1.3913
3.0 29.02 67.73 96.75 0.3000 1.3000
WITH STRESS RELEASE: j MA/cm2, growth h, total h, f, n
0.5 92.11 1136.90 0.9190 1.8464
1.0 80.94 342.14 0.7634 1.5952
2.0 60.69 125.99 0.5183 1.2980
3.0 47.40 76.42 0.3798 1.1759
additive exponent from numerical nucleation 1.3913
finite-volume lifetime 125.99 h; exponent 1.2980
growth-only exponent with stress release 0.5426
coarse-minus-fine mesh lifetime shift -0.0012 percent
additive exponent drift dn/dlnj -0.2382
fit currents 1.5 and 3.0 MA/cm2
EXTRAPOLATION to 0.5 MA/cm2: fitted n, predicted h, model h
additive: 1.3785, 1143.73, 1451.19
release: 1.2830, 761.38, 1136.90
modulus 20 GPa: additive n 1.2432; release n 1.1174
wire 100 x 200 nm; depth 1000 nm
dielectric heat conductivity 0.30 W/(m K)
line heating power 0.3600 W/m; temperature rise 0.599 K
Joule-heating addition to exponent 0.0359
finite-line nucleation threshold 0.1637 MA/cm2
at 0.2 MA/cm2: nucleation n 3.0132; total n 2.9752
use: thermal tension 39.0 MPa; resistivity 3.135 uohm cm
USE TEMPERATURE: j MA/cm2, additive n, full n, full lifetime years
2.0 1.2556 1.1329 105.53
0.5 1.5786 1.8005 816.28
ALL CHECKS PASSED
```
